\section*{Electron and hole pocket volumes in metals with even electron count}

\section{Counting the states}

Q: I am told that if a nonmagnetic metal has an even number of electrons per primitive cell, its electron pockets and hole pockets have the same total volume. I do not see why. The pockets sit at different points of the Brillouin zone, belong to different bands and have different shapes. What could tie their sizes together?

A: The number of electrons. Let us begin with how many states a band offers. I take independent electrons in a perfect periodic potential, at zero temperature until we say otherwise. The crystal has $L_1\times L_2\times L_3$ primitive cells with periodic boundary conditions, so $N_c=L_1L_2L_3$. A Bloch state gains the phase $e^{i\mathbf k\cdot L_i\mathbf a_i}$ on going once around the crystal along $\mathbf a_i$, and this phase must be 1. With $\mathbf a_i\cdot\mathbf b_j=2\pi\delta_{ij}$, the allowed wavevectors are
\begin{equation}
\mathbf k=\sum_{i=1}^{3}\frac{j_i}{L_i}\,\mathbf b_i ,\qquad j_i=0,1,\dots,L_i-1 .
\end{equation}
Other integers $j_i$ repeat these points up to a reciprocal lattice vector. There are therefore $N_c$ distinct points in a zone of volume $\Omega$, with uniform density $N_c/\Omega$.

Q: Does that survive when orbitals mix, so that a band no longer belongs to one orbital?

A: Yes. Mixing happens at fixed $\mathbf k$. With $M$ orbitals per cell there is an $M\times M$ matrix at each of the $N_c$ points, and it has $M$ eigenvalues whatever its off-diagonal elements are. For the two-orbital crystal used below, I diagonalized the real-space Hamiltonian of 216 cells, which has 432 levels per spin. They agree with the two Bloch bands at the 216 allowed wavevectors to $2\times10^{-14}$ eV.

Q: And spin?

A: Here the assumption of spin degeneracy enters: each level at each $\mathbf k$ is double. In a nonmagnetic crystal with an inversion centre this holds even with spin-orbit coupling. Let $\Theta$ be time reversal followed by inversion. It commutes with the Hamiltonian and returns $\mathbf k$ to itself. It is antiunitary, $\langle\Theta\alpha|\Theta\beta\rangle=\langle\beta|\alpha\rangle$, and $\Theta^2=-1$ for one electron. Setting $\alpha=\Theta\psi$ and $\beta=\psi$ gives
\begin{equation}
\langle\psi|\Theta\psi\rangle=\langle\Theta^2\psi|\Theta\psi\rangle=-\langle\psi|\Theta\psi\rangle=0 ,
\end{equation}
so $\Theta\psi$ is a second, orthogonal state with the same energy and wavevector.

\section{From the electron count to the pockets}

Q: So a full band holds two electrons per cell. In a metal the bands are partly full. What then?

A: Order the doubly degenerate bands by energy at each wavevector, $E_1(\mathbf k)\le E_2(\mathbf k)\le\dots$, and let $V_n$ be the volume of the region where $E_n(\mathbf k)<E_F$. For a large crystal this region holds $N_cV_n/\Omega$ wavevectors, each with two electrons. If there are $N$ electrons per cell,
\begin{equation}
N N_c=2\sum_n\frac{N_c}{\Omega}V_n
\quad\Longrightarrow\quad
\sum_n V_n=\frac{N}{2}\,\Omega .
\label{eq:count}
\end{equation}

Q: That fixes the total filled volume. It says nothing about holes.

A: A hole volume is an empty volume in a band that we regard as normally full, so we need a reference. For $N=2m$ with integer $m$, the electrons could exactly fill $m$ bands. Measured from that state,
\begin{equation}
V_h=\sum_{n\le m}(\Omega-V_n),\qquad V_e=\sum_{n>m}V_n .
\label{eq:def}
\end{equation}
Subtract the first from the second:
\begin{align}
V_e-V_h&=\sum_{n>m}V_n-\sum_{n\le m}\Omega+\sum_{n\le m}V_n\nonumber\\
&=\sum_nV_n-m\Omega\nonumber\\
&=\frac{2m}{2}\Omega-m\Omega=0 .
\label{eq:result}
\end{align}
The second line joins the two sums over $V_n$, and the third uses Eq.~\eqref{eq:count}. Each electron missing from the first $m$ bands has to be somewhere, and the only other place is a higher band.

Q: You ordered the bands by energy. If two bands cross, your band $n$ changes character at the crossing. Have you cut a pocket in two?

A: Possibly, but the volumes can be written without following any band. Let $\nu(\mathbf k)$ be the number of doubly degenerate levels below $E_F$ at $\mathbf k$. Because the levels are ordered, those filled are $1,\dots,\nu$. The number filled above the $m$-th is $\max(\nu-m,0)$, and the number empty among the first $m$ is $\max(m-\nu,0)$. Hence
\begin{equation}
V_e=\int_{\Omega}\max(\nu-m,0)\,d^3k,\qquad
V_h=\int_{\Omega}\max(m-\nu,0)\,d^3k .
\end{equation}
Their difference is $\int(\nu-m)\,d^3k$, which vanishes by the electron count. A crossing does not alter $\nu$, and nothing here requires a Fermi surface sheet to be closed.

\section{What counts as a hole pocket}

Q: I would rather decide by looking. A closed surface around filled states is an electron pocket, and one around empty states is a hole pocket. Is the statement still true?

A: Not in general. Let $F$ bands be completely full, let $H$ partly filled bands be named hole-like, and let the other partly filled bands be named electron-like. Write $\mathcal E$ and $\mathcal H$ for the two sets and primes for the volumes named by shape:
\begin{equation}
V_e'=\sum_{n\in\mathcal E}V_n,\qquad
V_h'=\sum_{n\in\mathcal H}(\Omega-V_n)=H\Omega-\sum_{n\in\mathcal H}V_n .
\end{equation}
The electron count reads $F\Omega+\sum_{\mathcal E}V_n+\sum_{\mathcal H}V_n=m\Omega$. Solving it for $\sum_{\mathcal E}V_n$ and subtracting $V_h'$,
\begin{align}
V_e'-V_h'&=\Big(m\Omega-F\Omega-\sum_{\mathcal H}V_n\Big)-H\Omega+\sum_{\mathcal H}V_n\nonumber\\
&=(m-F-H)\,\Omega .
\label{eq:shape}
\end{align}
The difference is a whole number of zone volumes, not necessarily zero.

Q: Can it really be nonzero?

A: Take two electrons per cell, so $m=1$, and three bands on a bcc lattice with energies $s-w\,C(\mathbf k)$, where
\begin{equation}
C=\cos\tfrac{k_xa}{2}\cos\tfrac{k_ya}{2}\cos\tfrac{k_za}{2},
\end{equation}
$w=2$ eV and $s=0$, 0.1 and 0.2 eV. All three Fermi surfaces close around filled states at $\Gamma$. Their volumes are $0.3932\,\Omega$, $0.3280\,\Omega$ and $0.2788\,\Omega$. By shape they are all electron pockets, with total $1.0000\,\Omega$, and there are no holes. This is Eq.~\eqref{eq:shape} with $F=H=0$. By the reference filling, the first band instead has a hole volume $(1-0.3932)\,\Omega=0.6068\,\Omega$, and the other two hold $(0.3280+0.2788)\,\Omega=0.6068\,\Omega$.

Q: Then when may I trust my eyes?

A: When both totals named by shape are smaller than $\Omega$. Their difference then lies strictly between $-\Omega$ and $\Omega$, and the one whole multiple of $\Omega$ in that interval is zero. A metal with a few small pockets meets this condition.

\section{Where evenness and spin degeneracy matter}

Q: Suppose the count is odd, or slightly off an even number because of impurities.

A: Put $N=2m+\delta$ and keep $m$ full bands as reference. The last line of Eq.~\eqref{eq:result} becomes
\begin{equation}
V_e-V_h=\frac{2m+\delta}{2}\Omega-m\Omega=\frac{\delta}{2}\,\Omega .
\label{eq:delta}
\end{equation}
An odd count has $\delta=1$ and leaves half a zone of excess electron volume. Taking $m+1$ full bands as reference gives $-\Omega/2$ instead. No whole number of full bands removes the difference.

Q: I can make any count even by choosing a cell twice as large.

A: The algebra would still hold, with the bands folded into a zone of half the volume. But if the crystal has not changed, the folding opens no gaps at the new zone faces. The resulting ``pockets'' are pieces of the old Fermi surface, cut by our choice of cell, and an electron crosses the cuts freely. That is why the statement refers to the primitive cell. If a real distortion doubles the primitive cell and opens gaps, the new count and the new pockets are physical.

Q: And if the two spins split?

A: Suppose spin remains a good label, with $N_\sigma$ electrons of spin $\sigma$ per cell. A band of one spin holds one electron per cell, so $\sum_nV_{n\sigma}=N_\sigma\Omega$. Taking $m$ full bands of each spin as reference,
\begin{equation}
V_{e\sigma}-V_{h\sigma}=(N_\sigma-m)\,\Omega .
\end{equation}
Since $N_\uparrow+N_\downarrow=2m$, the sum over spins balances, but against this common reference each spin separately balances only if $N_\uparrow=N_\downarrow=m$. A spin whose $N_\sigma$ is some other integer balances against its own reference of $N_\sigma$ full bands; for non-integer $N_\sigma$ no reference removes the difference.

If spin is not a good label and the double degeneracy is lost, count single bands: $N$ of them can be filled by $N$ electrons. With that reference the filled and empty volumes balance for any integer $N$. For odd $N$ and a weak splitting this is only bookkeeping: if one weakly split pair of bands holds one electron, each band is about half full, both surfaces can close around filled states, and the ``hole'' volume is just the rest of the zone outside one of them. Evenness is needed because degenerate bands fill in pairs.

\section{Two limits of the pockets}

Q: Equal volumes suggest that the Fermi level lies halfway through the band overlap. Is that so?

A: Not in general. Consider small parabolic pockets: $g_e$ equal electron pockets with isotropic mass $m_e$, and $g_h$ equal hole pockets with mass $m_h$. Let the overlap be $\Delta>0$, the Fermi level a height $\varepsilon_e$ above the electron minimum and a depth $\varepsilon_h$ below the hole maximum, so $\varepsilon_e+\varepsilon_h=\Delta$. A pocket of depth $\varepsilon$ has radius $k_F=\sqrt{2m\varepsilon}/\hbar$ and volume $4\pi k_F^3/3$. Equal totals require
\begin{equation}
g_e(m_e\varepsilon_e)^{3/2}=g_h(m_h\varepsilon_h)^{3/2},
\end{equation}
where the common factor $(4\pi/3)(2/\hbar^2)^{3/2}$ has cancelled. Taking the power $2/3$,
\begin{equation}
\varepsilon_h=r\,\varepsilon_e,\quad
r=\Big(\frac{g_e}{g_h}\Big)^{2/3}\frac{m_e}{m_h},\quad
\varepsilon_e=\frac{\Delta}{1+r},\quad
\varepsilon_h=\frac{r\Delta}{1+r}.
\end{equation}
The midpoint needs $r=1$. Otherwise the Fermi level moves until the volumes, not the depths, agree. As $\Delta\to0$ both volumes vanish as $\Delta^{3/2}$. Beyond that point the bands are separated by a gap, and the equality reads $0=0$: an insulator.

Q: At finite temperature there is no sharp surface to enclose a volume.

A: Then compare carrier densities. A volume $V$ in $\mathbf k$ space holds $2V/(2\pi)^3$ electrons per unit volume of crystal. With the Fermi function $f$,
\begin{equation}
n_e=\frac{2}{(2\pi)^3}\sum_{n>m}\int_\Omega f(E_n)\,d^3k,\quad
n_h=\frac{2}{(2\pi)^3}\sum_{n\le m}\int_\Omega[1-f(E_n)]\,d^3k .
\end{equation}
Their difference is
\begin{equation}
n_e-n_h=\frac{2}{(2\pi)^3}\Big[\sum_n\int_\Omega f(E_n)\,d^3k-m\Omega\Big]=0,
\end{equation}
because the chemical potential $\mu$ is set by $2\sum_n\int f\,d^3k=2m\Omega$. The link with pockets follows from
\begin{equation}
f(E_n)=\int_{E_n}^{\infty}\Big(-\frac{\partial f}{\partial E}\Big)dE,\quad
1-f(E_n)=\int_{-\infty}^{E_n}\Big(-\frac{\partial f}{\partial E}\Big)dE .
\end{equation}
Integrating over $\mathbf k$ first, each density is an average over pocket volumes at energy $E$:
\begin{equation}
n_{e,h}(T)=\frac{2}{(2\pi)^3}\int V_{e,h}(E)\Big(-\frac{\partial f}{\partial E}\Big)dE .
\label{eq:thermal}
\end{equation}

\section{A two-band metal in numbers}

Q: Show me a case in which the two pockets are not copies of each other.

A: Take a bcc crystal with $a=0.32$ nm, one atom and two orbitals per primitive cell, and two electrons, so $m=1$. The average of $e^{i\mathbf k\cdot\mathbf d}$ over the eight nearest neighbours is $C$. Over the six second neighbours it is $D=(\cos k_xa+\cos k_ya+\cos k_za)/3$. In eV,
\begin{equation}
A=-1.5-2.0\,C+0.6\,D,\qquad B=1.0-2.5\,C,
\end{equation}
with coupling $W=0.5\,D$. The $2\times2$ matrix has eigenvalues
\begin{equation}
E_\pm=\frac{A+B}{2}\pm\sqrt{\Big(\frac{A-B}{2}\Big)^2+|W|^2}.
\end{equation}
At $\Gamma$, $C=D=1$, so $A=-2.9$ and $B=-1.5$, and
\begin{equation}
E_+(\Gamma)=-2.2+\sqrt{0.7^2+0.5^2}=-1.340\ \text{eV}.
\end{equation}
At $H=(2\pi/a,0,0)$, $C=-1$ and $D=1$, so $A=1.1$ and $B=3.5$, and
\begin{equation}
E_-(H)=2.3-\sqrt{1.2^2+0.5^2}=1.000\ \text{eV}.
\end{equation}
The upper band at $\Gamma$ lies 2.340 eV below the lower band at $H$, so electrons leave the lower band near $H$ and enter the upper band near $\Gamma$.

Q: If you find the Fermi level by filling states and then count filled states again, equality is guaranteed.

A: So the volumes were found another way. Filling the lowest states on 4,096,000 wavevectors gives $E_F=-0.2625$ eV. Each pocket was then measured from its own surface: along every direction from its centre one finds the distance $k_F$ at which the band reaches $E_F$. Since $\int_0^{k_F}k^2dk=k_F^3/3$,
\begin{equation}
V=\int\frac{k_F^3(\theta,\phi)}{3}\,\sin\theta\,d\theta\,d\phi .
\end{equation}
Both pockets come out at $0.08513\,\Omega$. They differ by $3\times10^{-6}\,\Omega$, or about $3\times10^{-5}$ of a pocket. Their depths are not equal: 1.077 eV for electrons and 1.262 eV for holes.

With $\Omega=2(2\pi/a)^3=15140$ nm$^{-3}$, each volume is 1289 nm$^{-3}$, and
\begin{equation}
n_e=n_h=\frac{2\times1289}{(2\pi)^3}\ \text{nm}^{-3}=10.4\ \text{nm}^{-3}=1.04\times10^{22}\ \text{cm}^{-3}.
\end{equation}
That is $2\times0.08513=0.170$ carriers of each kind per atom.

Q: Does the balance fail when it should?

A: Yes, and by the predicted amount. With 0.04 extra electrons per cell and the bands held fixed, the pockets are $0.09599\,\Omega$ and $0.07599\,\Omega$. The difference, $0.02000\,\Omega$, is $\delta\Omega/2$. With two electrons again, but spin-up levels lowered and spin-down levels raised by 0.1 eV, the volumes in units of $\Omega$ are:
\begin{center}
\begin{tabular}{lcc}
 & electrons & holes\\
spin up & 0.0992 & 0.0735\\
spin down & 0.0722 & 0.0978\\
sum & 0.1714 & 0.1714
\end{tabular}
\end{center}
Each spin is out of balance by $0.026\,\Omega$, with opposite signs.

Q: And with temperature?

A: At 400 K, $k_BT=34.5$ meV. I chose $\mu$ so that the two densities in Eq.~\eqref{eq:thermal} agree, then counted the electrons separately with Fermi occupations on the wavevector grid. The count is 2.000000 per cell. The carrier density is 0.25\% above its zero-temperature value, and $\mu$ moves by about 0.1 meV.

\section{Set beside a real conductor}

Q: Which interconnect metals does this concern?

A: Tungsten is one. It is nonmagnetic and bcc, with an inversion centre, one atom per primitive cell and six valence electrons, so $m=3$ when filled core bands are left out. Copper has an odd count and falls under Eq.~\eqref{eq:delta} with $\delta=1$. The lattice constant and the band energies of a few eV in my example are rough values for a metal like tungsten, but the model keeps two bands and one pocket of each kind. Its 0.170 carriers per atom is a property of the model, not a prediction for tungsten. What carries over is the balance. The proof assumed a perfect crystal, and impurities are one way in which a real line departs from it. If 0.1 at.\% of impurities each add one electron to otherwise unchanged bands, $\delta=0.001$, and relative to the $n_e$ of the pure model the imbalance is $0.001/0.170=0.59\%$. It grows in proportion to the impurity content, and for a given content it is larger in a metal with smaller pockets.

Q: Tungsten is heavy. What about spin-orbit coupling?

A: It changes the size of the pockets, not their balance. In nonmagnetic tungsten the inversion centre keeps the levels double, so the count above applies unchanged. As a stand-in, add $\pm i\lambda$ to the coupling $W$ for the two spins, with $\lambda=0.3$ eV, a rough size for such a metal. Both spins have $|W|^2=(0.5D)^2+\lambda^2$, so the levels stay double. With the other parameters and the electron count fixed, both pockets shrink to $0.0802\,\Omega$, a change of $-5.7\%$.

Q: A real line is also narrow, and its electrons scatter.

A: Both limit how sharply a pocket is defined. For a rough scattering time of 10 fs, $\hbar/\tau=66$ meV, about 6\% of the electron pocket's depth. In a line 10 nm wide, transverse wavevectors are spaced by about $\pi/(10\ \text{nm})=0.314$ nm$^{-1}$, which is 4.7\% of 6.75 nm$^{-1}$, the radius of a sphere with the volume of one pocket. These ratios are well below one, so the blurring is small compared with the pockets of this model. Tungsten also has much smaller pockets, and for those the ratios are larger. The ratios do not give a change of pocket volume or an imbalance, which would need a calculation with the surfaces included. Electron interactions beyond an effective periodic potential also lie outside the proof, and I have not sized them. The full list of computed values is in the numerical output.

\section*{Numbers as computed}
\begin{verbatim}
Lattice constant a: 0.32 nm
A level: centre -1.5, W_A 2.0, U_A 0.6 eV
B level: centre 1.0, W_B 2.5 eV; coupling V_AB 0.5 eV
Real-space vs Bloch levels, 216 cells, max error: 1.9e-14 eV
k points in filling grid: 4096000
Upper band at Gamma: -1.3398 eV
Lower band at H: 1.0000 eV
Band overlap: 2.3398 eV
Smallest direct gap on grid: 1.720 eV
Fermi level: -0.2625 eV
Zone volume: 15139.8 nm^-3
Electron pocket: 0.08513 of zone
Hole pocket: 0.08513 of zone
Difference Ve-Vh: -2.6e-06 of zone
Electron pocket volume: 1288.9 nm^-3
Hole pocket volume: 1288.9 nm^-3
Electron density: 1.039e+22 cm^-3
Hole density: 1.039e+22 cm^-3
Electrons in pocket per atom: 0.1703
Extra filling delta: 0.04 electrons per cell
  electron, hole pockets: 0.09599, 0.07599 of zone
  Ve-Vh: 0.02000; delta/2: 0.02000 of zone
Spin shift b: 0.10 eV
  spin up electron, hole: 0.09916, 0.07354 of zone
  spin down electron, hole: 0.07220, 0.09783 of zone
  sums electron, hole: 0.17136, 0.17137 of zone
Three-band case: offsets (0.0, 0.1, 0.2) eV, W 2.0 eV
  filled volumes: 0.3932, 0.3280, 0.2788 of zone
  sum (all named electron by shape): 1.0000 of zone
  by reference filling, electron: 0.6068 of zone
  by reference filling, hole: 0.6068 of zone
Spin-orbit stand-in: 0.30 eV
  electron, hole pockets: 0.08024, 0.08023 of zone
  change of electron pocket: -5.7 %
Temperature: 400 K, kT: 34.5 meV
  chemical potential shift: -0.11 meV
  electron count from k grid: 2.000000 per cell
  carrier density change: 0.25 %
Impurities adding one electron: 0.1 at.%
  (n_e-n_h)/n_e: 0.59 %
Scattering time (rough): 10 fs, hbar/tau: 65.8 meV
  electron pocket depth: 1.077 eV
  hole pocket depth: 1.262 eV
Line width: 10 nm, k spacing pi/width: 0.314 nm^-1
  mean pocket radii electron, hole: 6.751, 6.751 nm^-1
  k spacing / electron radius: 4.7 %
\end{verbatim}
